# The Long-Time Limit of the Well-Tempered Metadynamics Bias, part 1

(Sections cited here and not found follow in the second part.)

## First half: the growth of the bias and its limiting shape

A molecular system is held at temperature \(T\). One of its coordinates, \(s\), is of special interest: a torsion angle, for instance, that separates two stable conformations. All other coordinates are collected in \(y\), and the potential energy is \(U(s,y)\). The angle is periodic, and its values are recorded on \(N\) equally spaced grid points \(s_i\). The barrier between the conformations is high compared with \(k_BT\), so an ordinary simulation rarely crosses it.

Well-tempered metadynamics adds to \(U\) a bias energy \(V\) that depends on \(s\) alone and is built up during the simulation. At regular intervals a hill is placed at the current position. If the system is at grid point \(j\) at that moment, the bias changes by

\[
V_i\;\to\;V_i+w\,e^{-V_j/(k_B\Delta T)}\,G_{ij}.
\]

Here \(w>0\) is an energy, \(\Delta T>0\) is a parameter with the unit of temperature, and \(G_{ij}\) is the dimensionless shape of the hill. The exponential contains the bias at the centre of the new hill, so hills become lower where much bias has already accumulated. The bias factor is

\[
\gamma=\frac{T+\Delta T}{T},\qquad\text{hence}\qquad k_B\Delta T=(\gamma-1)k_BT .
\]

We write \(\beta=1/(k_BT)\) and count time by the number \(n\) of hills. The parts below ask what becomes of \(V\) at large \(n\), and how \(s\) is then distributed.

### (a) What does a bias on \(s\) change?

*Define the free energy of \(s\). For a fixed bias \(V\), find the equilibrium distribution of \(s\), and the distribution of \(y\) at given \(s\).*

**Solution.** The free energy results from summing the Boltzmann weight over everything except \(s\):

\[
e^{-\beta F_i}=C\int dy\;e^{-\beta U(s_i,y)} .
\]

The positive constant \(C\) makes the right side dimensionless. It does not depend on \(i\), so it shifts \(F\) by a constant and has no effect on free-energy differences. We assume that \(F_i\) is finite at every grid point.

With the bias held fixed, the joint distribution is proportional to \(e^{-\beta[U(s_i,y)+V_i]}\). Because \(V_i\) does not depend on \(y\), it comes out of the integral over \(y\):

\[
\int dy\,e^{-\beta[U(s_i,y)+V_i]}=e^{-\beta V_i}\,\frac{e^{-\beta F_i}}{C}.
\]

After normalization the constant \(C\) cancels, and the distribution of \(s\) is

\[
p_i=\frac{e^{-\beta(F_i+V_i)}}{Z_V},\qquad Z_V=\sum_j e^{-\beta(F_j+V_j)} .
\]

The distribution of \(y\) at given \(s_i\) is the joint weight divided by its integral over \(y\):

\[
p(y|i)=\frac{e^{-\beta U(s_i,y)}e^{-\beta V_i}}{e^{-\beta V_i}\int dy'\,e^{-\beta U(s_i,y')}}
=\frac{e^{-\beta U(s_i,y)}}{\int dy'\,e^{-\beta U(s_i,y')}} .
\]

The bias has cancelled. It changes how often each value of \(s\) is visited, but at a given \(s\) the other coordinates keep their equilibrium distribution at temperature \(T\).

### (b) How fast does the bias grow on average?

*Replace the random sequence of hills by its equilibrium average. State what is assumed.*

**Solution.** Suppose that the bias hardly changes while many hills are added, and that the system relaxes within this time. The hill centres are then distributed according to \(p_j\) from part (a). A hill at \(j\) raises the bias at \(i\) by \(w\,e^{-V_j/(k_B\Delta T)}G_{ij}\). Averaging over \(j\), and treating \(n\) as continuous because each single step is small, gives

\[
\frac{dV_i}{dn}=w\sum_jG_{ij}\,e^{-V_j/(k_B\Delta T)}\,\frac{e^{-\beta(F_j+V_j)}}{Z_V}.
\]

This averaged growth law is the assumption on which the following results rest. It is poor at the start, when hills are tall and the system sits in one well. Whether it becomes good later depends on how fast the hills shrink, which is worked out in part (g). It also requires that \(y\) relax quickly. If \(y\) contains a slow motion of its own, with a barrier that a bias on \(s\) does not remove, the centres are not distributed as \(p_j\) on the time scale of the simulation.

### (c) Which shape of the bias grows uniformly?

*A bias that keeps rising can still settle in shape, if it rises at the same rate everywhere. Find all such shapes. Take the hills to be periodic Gaussians of width \(\sigma\),*

\[
G_{ij}=\sum_{q=-\infty}^{\infty}\exp\!\left[-\frac{(s_i-s_j+2\pi q)^2}{2\sigma^2}\right].
\]

**Solution.** We first combine the two exponentials in the growth law. Their total exponent is

\[
-\frac{V_j}{k_B\Delta T}-\beta F_j-\beta V_j=-\kappa V_j-\beta F_j,\qquad
\kappa=\beta+\frac{1}{k_B\Delta T}.
\]

Since \(1/(k_B\Delta T)=\beta/(\gamma-1)\),

\[
\kappa=\beta\left(1+\frac1{\gamma-1}\right)=\frac{\beta\gamma}{\gamma-1},
\qquad
\frac{\beta}{\kappa}=\frac{\gamma-1}{\gamma}=1-\frac1\gamma .
\]

Taking out the factor \(\kappa\) gives \(\kappa V_j+\beta F_j=\kappa\,[V_j+(\beta/\kappa)F_j]\). This suggests the new variable

\[
\Phi_i=V_i+\left(1-\frac1\gamma\right)F_i .
\]

As \(F\) does not change with \(n\), \(\Phi\) and \(V\) have the same rate of change, and the growth law becomes

\[
\frac{d\Phi_i}{dn}=\frac{w}{Z_V}\sum_jG_{ij}\,e^{-\kappa\Phi_j}.
\]

The growth is uniform if the sum on the right has the same value for every \(i\). To find out when this happens we need two properties of \(G\).

The first is that all rows of \(G\) have the same sum, \(g=\sum_jG_{ij}\), because \(G_{ij}\) depends only on the separation of the two points on a ring.

The second is that all eigenvalues of \(G\) are positive. For the same reason as before, the eigenvectors are the Fourier modes \(e^{ims_j}\). The periodic Gaussian has the Fourier series

\[
\sum_q e^{-(s+2\pi q)^2/(2\sigma^2)}=\frac{\sigma}{\sqrt{2\pi}}\sum_{k=-\infty}^{\infty}e^{-k^2\sigma^2/2}e^{iks}.
\]

Its coefficients are \((1/2\pi)\int_{-\infty}^{\infty}ds\,e^{-s^2/(2\sigma^2)-iks}\); the integral runs over the whole line because the sum over \(q\) joins the periods together. Multiplying by \(e^{-ims}\) and summing over the grid gives \(N\) when \(k-m\) is a multiple of \(N\), and zero otherwise. The eigenvalues are therefore

\[
\hat g_m=\frac{N\sigma}{\sqrt{2\pi}}\sum_{l=-\infty}^{\infty}e^{-(m+lN)^2\sigma^2/2}>0,\qquad \hat g_0=g .
\]

So \(G\) is positive definite, and in particular invertible. Now let \(h_j=e^{-\kappa\Phi_j}\), and let \(\sum_jG_{ij}h_j=a\) for every \(i\). A constant vector with entries \(a/g\) gives the same result, because the row sums are \(g\). The difference of the two vectors is mapped to zero by \(G\), so it vanishes and \(h_j=a/g\) for all \(j\). Hence \(\Phi\) is uniform. The shapes that grow uniformly are

\[
V_i=-\left(1-\frac1\gamma\right)F_i+\text{a number independent of }i .
\]

The width of the hills does not appear. One might expect wide hills to leave a blurred image of \(F\), but what \(G\) blurs here is the rate at which bias is deposited. For this shape that rate is uniform, and blurring leaves a uniform function unchanged.

It remains to show that the bias approaches this shape.

### (d) Is the shape reached with very narrow hills?

*Solve the growth law for hills confined to one grid point, \(G_{ij}=g\,\delta_{ij}\), with any finite starting bias.*

**Solution.** Each point now obeys \(d\Phi_i/dn=(wg/Z_V)e^{-\kappa\Phi_i}\). Multiplying by \(\kappa e^{\kappa\Phi_i}\) turns the left side into a derivative:

\[
\frac{d}{dn}e^{\kappa\Phi_i}=\frac{\kappa wg}{Z_V}.
\]

The right side is the same for all points. Integration gives

\[
e^{\kappa\Phi_i(n)}=e^{\kappa\Phi_i(0)}+D(n),\qquad D(n)=\kappa wg\int_0^n\frac{dn'}{Z_V(n')} .
\]

The bias never decreases, so \(Z_V(n')\le Z_V(0)\), and therefore \(D(n)\ge\kappa wgn/Z_V(0)\). This grows without bound. For two points \(i\) and \(j\),

\[
\Phi_i-\Phi_j=\frac1\kappa\ln\frac{D(n)+e^{\kappa\Phi_i(0)}}{D(n)+e^{\kappa\Phi_j(0)}}\;\to\;0 .
\]

Every point receives the same addition to \(e^{\kappa\Phi}\), and this common addition finally outweighs the initial differences. The shape found in part (c) is reached.

### (e) Is it reached with hills of finite width?

*Wide hills couple the grid points, and the solution of part (d) no longer applies. Prove convergence by comparing \(\Phi\) with a uniform function \(c(n)\) that grows according to*

\[
\frac{dc}{dn}=\frac{wg}{Z_V}e^{-\kappa c}.
\]

**Solution.** The starting value \(c(0)\) may be any finite number. The equation for \(c\) has the form solved in part (d), with \(Z_V\) now taken from the actual bias. The entries of \(G\) are positive, so \(V\) never decreases and again \(Z_V(n)\le Z_V(0)\). Thus \(c\to\infty\). The bias itself stays finite at finite \(n\), since no hill is higher than the bounded height permitted by the starting bias.

Let \(\varphi_i=\Phi_i-c\) be the deviation from the uniform function. Writing \(g=\sum_jG_{ij}\) in the equation for \(c\) and subtracting it from the equation for \(\Phi_i\), we get

\[
\frac{d\varphi_i}{dn}=\frac{w}{Z_V}e^{-\kappa c}\sum_jG_{ij}\left(e^{-\kappa\varphi_j}-1\right).
\]

The prefactor equals \((1/g)\,dc/dn\). We can therefore use \(\theta=[c(n)-c(0)]/g\) as a new time, which increases steadily from zero to infinity:

\[
\frac{d\varphi_i}{d\theta}=\sum_jG_{ij}\left(e^{-\kappa\varphi_j}-1\right).
\]

The explicit dependence on \(Z_V\) has gone. Next consider

\[
H=\frac12\sum_{ij}\varphi_i\,(G^{-1})_{ij}\,\varphi_j .
\]

Since \(G\) is positive definite, so is \(G^{-1}\); hence \(H\ge0\), with \(H=0\) only if all \(\varphi_i=0\). Because \(G^{-1}\) is symmetric, the two terms of the product rule are equal and cancel the factor \(1/2\):

\[
\frac{dH}{d\theta}=\sum_{ij}\varphi_i(G^{-1})_{ij}\frac{d\varphi_j}{d\theta}
=\sum_i\varphi_i\left(e^{-\kappa\varphi_i}-1\right)\le0 .
\]

The sign follows term by term. If \(\varphi_i>0\) the bracket is negative, and if \(\varphi_i<0\) it is positive. The sum vanishes only at \(\varphi=0\).

A decreasing function could still level off above zero, so one more argument is needed. Suppose that \(H\) tended to some \(H_\infty>0\). Then \(\varphi\) would remain in the region \(H_\infty\le H\le H(0)\). This region is closed and bounded, and it does not contain \(\varphi=0\). The continuous function \(-dH/d\theta\) is positive there, so it has a smallest value \(\delta>0\). Then \(H\) would fall at least as fast as \(H(0)-\delta\theta\) and become negative, which is impossible. Hence \(H\to0\) and \(\varphi\to0\), that is,

\[
V_i(n)-c(n)\;\to\;-\left(1-\frac1\gamma\right)F_i .
\]

Within the averaged growth law this holds for every finite starting bias and every hill width \(\sigma>0\). The bias as a whole does not converge, because \(c\) grows without bound. Its shape does, and only the shape exerts a force.

## Second half: sampling, speed of convergence and an example

The symbols carried over are these. \(F_i\) is the free energy of \(s\) at temperature \(T\), \(V_i\) the bias after \(n\) hills, \(w\) the height parameter, \(\gamma=(T+\Delta T)/T\) and \(\beta=1/(k_BT)\). The periodic Gaussian hill matrix \(G\) has width \(\sigma\), row sum \(g\) and eigenvalues \(\hat g_m\). Further, \(\kappa=\beta+1/(k_B\Delta T)=\beta\gamma/(\gamma-1)\). If the bias follows its equilibrium-averaged growth law, then

\[
V_i=c-\left(1-\frac1\gamma\right)F_i+\varphi_i,\qquad \varphi_i\to0,
\]

\[
\frac{dc}{dn}=\frac{wg}{Z_V}e^{-\kappa c},\qquad
\frac{d\varphi_i}{dc}=\frac1g\sum_jG_{ij}\left(e^{-\kappa\varphi_j}-1\right),
\]

with \(Z_V=\sum_je^{-\beta(F_j+V_j)}\) and \(c\to\infty\). At fixed bias, \(s\) has the distribution \(p_i=e^{-\beta(F_i+V_i)}/Z_V\), and \(y\) at given \(s\) has its unbiased distribution at \(T\).

### (f) At what temperature is \(s\) sampled?

*Find the limiting distribution of \(s\). Does it equal the distribution obtained by heating the whole system? Answer the second question for*

\[
U(s,y)=U_0(s)+\tfrac12K(s)y^2,\qquad K(s)=k_0e^{b\cos s}.
\]

**Solution.** Adding \(F_i\) to the bias gives

\[
F_i+V_i=F_i-\left(1-\frac1\gamma\right)F_i+c+\varphi_i=\frac{F_i}{\gamma}+c+\varphi_i .
\]

The uniform \(c\) cancels on normalization, and \(\varphi_i\to0\). Therefore

\[
p_i\to\frac{e^{-F_i/(\gamma k_BT)}}{Z_\gamma},\qquad Z_\gamma=\sum_je^{-F_j/(\gamma k_BT)} .
\]

This is a Boltzmann distribution at temperature \(\gamma T=T+\Delta T\), in which \(F\) is still the free energy at \(T\). Equivalently, \(s\) moves at temperature \(T\) on a free-energy profile reduced by the factor \(\gamma\). The second reading is closer to the mechanics: the bias does not depend on the momenta, so in equilibrium with a thermostat at \(T\) the momenta keep their distribution at \(T\).

Heating the whole system to a temperature \(T'\) would also change the free energy. In the model, the Gaussian integral over \(y\) is

\[
\int dy\,e^{-K(s)y^2/(2k_BT')}=\sqrt{\frac{2\pi k_BT'}{K(s)}} .
\]

Taking \(-k_BT'\) times the logarithm, and dropping terms independent of \(s\), we find

\[
F(s;T')=U_0(s)+\frac{k_BT'}2\ln\frac{K(s)}{k_0}=U_0(s)+\frac{k_BT'}2\,b\cos s .
\]

The second term is entropic: a stiffer spring leaves less room for \(y\). The exponents of the two distributions are

\[
\text{biased: }-\frac{F(s;T)}{\gamma k_BT}=-\frac{U_0(s)}{\gamma k_BT}-\frac{b}{2\gamma}\cos s,
\]

\[
\text{heated: }-\frac{F(s;\gamma T)}{\gamma k_BT}=-\frac{U_0(s)}{\gamma k_BT}-\frac b2\cos s .
\]

They differ unless \(b=0\). The bias weakens the energetic and the entropic part of \(F\) by the same factor, whereas heating weakens only the energetic part.

Within the averaged growth law, the bias approaches \(-(1-1/\gamma)F\) apart from a growing uniform offset, and \(s\) is then distributed as at temperature \(\gamma T\) on the free-energy profile belonging to \(T\). It remains to find how the offset grows and whether the averaging is justified, how fast the shape converges, and how \(F\) is recovered, and to test the results on a two-well angle.
